# Cycle-averaged populations and growth from a periodic deposition map

## The decision: iterate the cycle or solve for its average

A calculation of atomic layer deposition can reduce one cycle to a matrix acting on surface populations. To obtain the growth per cycle, one can apply the matrix until the populations stop changing, or solve a linear system for the stationary populations. In a laminate grown by alternating two recipes, the first procedure never meets its stopping test. The second still works, provided that its answer is read as an average over cycles.

Number the states $1,\ldots,n$. Let $M_{ij}\ge0$ be the probability that area in state $j$ before a cycle is in state $i$ after it, and let $p_N$ be the column of area fractions after $N$ cycles. Area is conserved, so each column of $M$ sums to one:

$$p_{N+1}=Mp_N,\qquad \mathbf 1^TM=\mathbf 1^T,\qquad \mathbf 1^Tp_N=1 .$$

Here $\mathbf 1$ is the column of ones. The matrix is the same in every cycle. If recipes alternate, the recipe due next is part of the state.

Assume that exactly one probability vector $\pi$ satisfies $M\pi=\pi$. Define $A_k$ as $I-M$ with row $k$ replaced by ones, and let $e_k$ be the $k$th unit column. The algorithm is

$$A_k\pi=e_k. \tag{1}$$

Rows other than $k$ state that gain balances loss; row $k$ states that the fractions sum to one. Three things need proof: that any row may be replaced, that the system is solvable, and that its solution is the long-run average.

## Why the replaced system is invertible

The balance equations are dependent, because $\mathbf 1^T(I-M)=0$. Every coefficient in this relation is one, so each row of $I-M$ is minus the sum of the others. Any row may therefore be discarded, even that of a state with $\pi_k=0$.

We next need every solution of $Mx=x$, not just the probability vectors. Let $x$ be real and $Mx=x$. Since $M$ has no negative entries,

$$|x_i|=\Big|\sum_jM_{ij}x_j\Big|\le\sum_jM_{ij}|x_j| .$$

Summing over $i$ gives $\sum_j|x_j|$ on both sides, because the columns sum to one. Nonnegative differences that sum to zero all vanish, so $M|x|=|x|$. The positive and negative parts, $x^\pm=(|x|\pm x)/2$, are then each fixed by $M$. If both were nonzero, normalising them would give two different stationary probability vectors, against the assumption. Hence $x$ has one sign and $x=c\pi$.

Now suppose $A_kx=0$. The retained rows say that all components of $(I-M)x$ except the $k$th vanish. The components sum to zero, so the $k$th vanishes too. Thus $x=c\pi$. The row of ones gives $0=\mathbf 1^Tx=c$, so $x=0$, and $A_k$ is invertible.

The determinant shows what an eigenvalue $-1$ does. Put $B=I-M$, whose null space is one-dimensional. From $B\,\mathrm{adj}(B)=0$, every column of the adjugate is a multiple of $\pi$. From $\mathrm{adj}(B)B=0$, every row is a multiple of $\mathbf 1^T$. Therefore $\mathrm{adj}(B)=c\,\pi\mathbf 1^T$, and its trace is $c$. That trace is the sum of the principal minors of order $n-1$, which equals the product of the eigenvalues of $B$ with one zero left out. Expanding $\det A_k$ along its row of ones uses the cofactors $\mathrm{adj}(B)_{jk}=c\pi_j$:

$$\det A_k=\sum_jc\pi_j=c=\prod_{\lambda\ne1}(1-\lambda). \tag{2}$$

Since $A_k$ is invertible, $c\ne0$, so the eigenvalue 1 is simple and the product runs over all the others with their multiplicities. An eigenvalue $-1$ contributes a factor 2. It obstructs repeated multiplication, but not the linear solve.

The smallest case is a surface that swaps two states in each cycle:

$$M=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad
A_1=\begin{pmatrix}1&1\\-1&1\end{pmatrix},\qquad \det A_1=2 .$$

Equation (1) gives $\pi=(1/2,1/2)^T$. Starting from $(1,0)^T$, the surface is never in that condition, though it spends half its cycles in each state.

## The average and its error

Define the average over the first $N$ cycles, using populations at the start of each cycle:

$$\bar p_N=\frac1N\sum_{m=0}^{N-1}p_m .$$

Since $(I-M)p_m=p_m-p_{m+1}$, the sum telescopes:

$$(I-M)\bar p_N=\frac{p_0-p_N}{N}.$$

Also $\mathbf 1^T\bar p_N=1$. Let $r_N$ be $p_0-p_N$ with component $k$ set to zero. The two statements combine into $A_k\bar p_N=e_k+r_N/N$. Subtracting (1) gives

$$\bar p_N-\pi=\frac1N A_k^{-1}r_N. \tag{3}$$

In the norm $\|x\|_1=\sum_i|x_i|$, two probability vectors differ by at most 2, so

$$\|\bar p_N-\pi\|_1\le\frac{2\|A_k^{-1}\|_1}{N}. \tag{4}$$

The average converges from every start, whatever other eigenvalues lie on the unit circle. No diagonalisation was used.

The populations themselves need not converge. If $w^TM=-w^T$, then $w^Tp_N=(-1)^Nw^Tp_0$, which has no limit unless $w^Tp_0=0$. Special starts can therefore converge despite the eigenvalue $-1$.

**Conditioning.** Let $Mu=\lambda u$ with $\lambda\ne1$. Multiplication by $\mathbf 1^T$ gives $\mathbf 1^Tu=\lambda\mathbf 1^Tu$, hence $\mathbf 1^Tu=0$. Thus $A_ku$ is $(1-\lambda)u$ with component $k$ set to zero, and $\|A_ku\|_1\le|1-\lambda|\,\|u\|_1$. It follows that

$$\|A_k^{-1}\|_1\ge\frac1{|1-\lambda|}.$$

An eigenvalue close to $+1$, whether from slow relaxation or from a long period, makes the solve sensitive. For $\lambda=-1$ the lower bound is a harmless $1/2$.

**Errors in the matrix.** Let $M'=M+E$ also be stochastic, with stationary vector $\pi'$. Then $(I-M)\pi'=E\pi'$ and $\mathbf 1^T\pi'=1$. The argument that led to (3) now gives

$$\pi'-\pi=A_k^{-1}(E\pi')_{k\to0},\qquad \|\pi'-\pi\|_1\le\|A_k^{-1}\|_1\|E\|_1, \tag{5}$$

where $k\to0$ means that component $k$ is set to zero. The column sums of $M$ should be checked before solving, because the redundancy of the discarded row rests on them.

## Growth and thickness from one transposed solve

Let $g_j$ be the mean thickness added in a cycle begun in state $j$. The long-run growth per cycle is $G=g^T\pi$. Solve $A_k^Ty=g$. Then

$$G=g^T\pi=y^TA_k\pi=y^Te_k=y_k .$$

The other components describe the start-up. Let $v=y$ except that $v_k=0$. The thickness after $N$ cycles is $h_N=Ng^T\bar p_N$, so (3) gives

$$h_N=NG+g^TA_k^{-1}r_N=NG+y^Tr_N=NG+v^T(p_0-p_N). \tag{6}$$

The last step holds because $r_N$ has no component $k$. If two starting states lead to the same late populations, the difference of their $v$ values is their final difference in thickness.

The same vector gives the effect of a changed parameter. If $g$ becomes $g+\delta g$ and $M$ becomes $M+E$, equation (5) yields

$$G'-G=\delta g^T\pi'+v^TE\pi'. \tag{7}$$

## Alternating recipes

Let an Al cycle map the surface by $T_A$ and an Hf cycle by $T_H$. List the surface states before an Al cycle first, then those before an Hf cycle:

$$M=\begin{pmatrix}0&T_H\\T_A&0\end{pmatrix},\qquad D=\begin{pmatrix}I&0\\0&-I\end{pmatrix}.$$

Block multiplication gives $MD=-DM$. Hence $M(D\pi)=-DM\pi=-D\pi$: the valve schedule itself produces the eigenvalue $-1$, however incomplete the surface reactions are.

Write $\pi=(\alpha,\beta)$. Stationarity means $\beta=T_A\alpha$ and $\alpha=T_H\beta$. Both maps conserve area, so $\alpha$ and $\beta$ each sum to $1/2$. The physical surface before a late Al cycle is $2\alpha$, and before a late Hf cycle $2\beta$. If growth begins with Al and the two-cycle map $T_HT_A$ converges, then

$$p_N\to\pi+(-1)^ND\pi,$$

in the sense that the difference tends to zero. Successive populations occupy different blocks, so $\|p_{N+1}-p_N\|_1=2$ at every $N$. A test on this difference cannot pass.

Averaging two successive populations multiplies a mode $\lambda$ by $(1+\lambda)/2$, which removes $\lambda=-1$. It does not remove longer periods: for $\lambda=e^{2\pi i/3}$ the factor has modulus $1/2$, and the mode keeps circulating. Equation (1) needs no knowledge of the period. For each of the periods 2, 3 and 4, twenty random matrices with an added transient state were tested. For every choice of replaced row, the solution agreed with the average over one late period, within a relative tolerance of $10^{-5}$ plus an absolute $10^{-9}$.

## Example: an aluminium oxide and hafnium oxide laminate

Consider a one-to-one laminate grown at 523 K from trimethylaluminium, tetrakis(dimethylamido)hafnium and water. Area is reactive, blocked by retained ligands, or inert. In recipe $r$, a reactive area takes up precursor with probability $a_r$. The water pulse then clears blocked area, old or new, with probability $w_r$, whichever precursor left the ligands. This is a simplification: letting the probability follow the ligand instead of the recipe would lower the growth per cycle found below by 0.5%. Inert area becomes reactive at the end of a cycle with probability $q_r$. Different areas act independently. In the order reactive, blocked, inert,

$$T_r=\begin{pmatrix}1-a_r+a_rw_r&w_r&q_r\\a_r(1-w_r)&1-w_r&0\\0&0&1-q_r\end{pmatrix}.$$

For irreversible Langmuir uptake, the reacted fraction $\theta$ obeys $d\theta/dt=(s\Phi/\sigma)(1-\theta)$, where $s$ is the initial sticking probability, $\Phi$ the molecular flux and $\sigma$ the full uptake per area. Starting from $\theta=0$, exposure to a constant flux for a time $t$ gives $a=1-e^{-s\Phi t/\sigma}$. The dose times below are taken as the whole exposure: gas is replenished as it reacts, and none lingers after the dose. With $s=10^{-3}$ for both precursors,

$$a_A=1-\exp\!\left[-\frac{10^{-3}(1.8091\times10^5)(0.05)}{4.0}\right]=0.8958,$$

$$a_H=1-\exp\!\left[-\frac{10^{-3}(1.6309\times10^4)(0.40)}{2.5}\right]=0.9264.$$

Fluxes are in nm$^{-2}$ s$^{-1}$, times in s and uptakes in nm$^{-2}$. The fluxes follow from $\Phi=P/\sqrt{2\pi mk_BT}$, with $m$ the mass of a precursor molecule and precursor pressures $P$ of 0.10 and 0.02 Torr. The remaining choices are $w_A=0.90$, $w_H=0.80$, $q_A=0.30$ and $q_H=0.10$. The thickness of a full layer is the uptake divided by the number of metal atoms per volume of oxide. With film densities of 3.0 and 9.3 g cm$^{-3}$ it is 0.11287 nm for Al and 0.09396 nm for Hf; multiplied by $a_r$, these give 0.10111 and 0.08705 nm of growth on reactive area.

**Stationary surface.** No state feeds the inert area, and part of it becomes reactive in every cycle, so its stationary fraction is zero. Let $x$ and $x'$ be the reactive fractions before late Al and Hf cycles. The first row of $T_r$, with blocked fraction $1-x$ or $1-x'$, gives

$$x'=w_A+(1-w_A)(1-a_A)x=0.90+0.01042x,$$
$$x=w_H+(1-w_H)(1-a_H)x'=0.80+0.01471x'.$$

Their solution is $x=0.8134$, $x'=0.9085$. The corresponding entries of $\pi$ are half as large, 0.4067 and 0.4542, because each recipe is due in half the cycles. The growth per cycle is

$$G=\tfrac12\,[0.10111(0.8134)+0.08705(0.9085)]=0.0807\ \mathrm{nm}=0.807\ \text{Å}.$$

The late Al and Hf cycles add 0.0822 and 0.0791 nm. Taking the last cycle alone for the average would therefore err by about 2% of $G$, with a sign set by where the calculation happened to stop.

**Spectrum.** Since $M^2$ has diagonal blocks $T_HT_A$ and $T_AT_H$, the eigenvalues of $M$ are square roots of those of the two-cycle map. The inert area gives $0.70\times0.90=0.63$, hence $\pm0.794$. The reactive and blocked pair has, besides 1, the product of its two determinants, $(1-a_A)(1-w_A)(1-a_H)(1-w_H)=1.53\times10^{-4}$, hence $\pm0.0124$. Equation (2) becomes

$$\det A_k=2(1-0.63)(1-1.53\times10^{-4})=0.7399 .$$

**Finite runs.** Let 20% of the substrate start reactive and 80% inert. With the state "reactive before Al" as $k$, the relative values before Al are $v=0$ for reactive, $-0.1020$ nm for blocked and $-0.3808$ nm for inert area. After many cycles, at even $N$, equation (6) gives the offset

$$h_N-NG\to0.8(-0.3808)-0.1866(-0.1020)=-0.286\ \mathrm{nm},$$

equivalent to 3.5 lost cycles. At odd $N$ it is $-0.284$ nm. After 100 cycles the thickness is 7.780 nm, and thickness divided by cycles is 0.0778 nm, 3.5% below $G$. After 10 cycles the same quotient is 32% low. The slope over a pair, $(h_{N+2}-h_N)/2$, removes the constant offset and the alternation; its remaining error decays with the inert area, by a factor 0.63 per pair.

The population error at $N=100$ is 0.074, against a bound of 0.205 from (4). The bound is safe but loose here, by a factor of nearly three.

A simulation of 40,000 independent areas, followed pulse by pulse for 60 cycles, gave $4.5523\pm0.0023$ nm; equation (6) gives 4.5540 nm. The uncertainty is one standard error. This tests the construction of the matrix from its pulses, not the assumed probabilities.

**Sensitivity.** Raise $w_H$ by 0.01. In the Hf columns of $M$, weight moves from blocked to reactive area. With $\pi'\simeq\pi$, equation (7) gives, to first order,

$$\delta G\simeq0.1020(0.01)[0.9264(0.4542)+0.0458]=4.8\times10^{-4}\ \mathrm{nm},$$

or 0.6% of $G$. The two terms in brackets are newly blocked and previously blocked area.

## Where uniqueness and the surface model fail

Suppose the surface contains two areas that never exchange states, with stationary vectors $\pi_1$ and $\pi_2$. Then $x=\pi_1-\pi_2$ is fixed by $M$ and sums to zero, so $A_kx=0$ for every $k$. The singular matrix is correct: the long-run average depends on how much area began in each part. In this example that happens if $q_A=q_H=0$. The inert 80% then never grows, and the mean growth is $0.2G$. If both probabilities are small but not both zero, $\pi$ is unique, but $\|A_k^{-1}\|_1$ is at least $1/[1-\sqrt{(1-q_A)(1-q_H)}]$. The stationary growth may then say little about a film of practical thickness.

For comparison with real processes, both oxides grow at roughly 0.1 nm per cycle from these precursors, and 523 K is a reasonable common temperature. The uptakes, densities and sticking probabilities are rough values; the removal and activation probabilities are round choices. The doses and water pulses are deliberately incomplete. Real surfaces also break the assumption of independent areas. If blocked area shields an equal fraction of reactive area, so that $a_r$ is multiplied by one minus the blocked fraction, $G$ falls by 11%. The map is then nonlinear, and equation (1) no longer applies directly.

Other effects were sized one at a time, with pressures, dose times and sticking fixed. An Hf uptake 20% lower on all reactive area reduces $G$ by 9% (the line labelled "on Al oxide" in the output). Only about three quarters of the area reactive before an Hf cycle was last covered by Al; if the lower uptake applies to that part alone, the reduction is 6.5%. Uptakes both 10% lower, as a scenario for hydroxyl loss on a hotter wafer, reduce it by 8%. Film densities both 10% lower raise it by 11%. Decomposition of the Hf precursor at $10^{-5}$ per hit, counted over the 0.40 s exposure, adds 1.5%; hits by the lingering gas considered next would raise this to 3.4%. Lingering gas acts in two ways. If the precursor in a 1 cm gap decays as $e^{-t/\tau}$ with $\tau=0.5$ s, what is left after a 5 s purge adds only 0.02%, even if all of it is deposited. During the purge, however, the decaying gas goes on dosing the surface. This is equivalent to a further time $\tau$ at full pressure, which nearly saturates both doses and raises $G$ by about 8%. These figures hold the pressure constant during the dose. The gap contains only 3.7 Hf precursor molecules per nm$^2$, against an uptake of 2.5; if it starts at full pressure and is refilled only with the same time constant $\tau$, depletion lowers $G$ by 4.5% without lingering gas, while with it the gain is 7.6% and decomposition adds 2.3%. Sticking matters more: with the doses unchanged, multiplying both sticking probabilities by 0.3 lowers $G$ by 40%, while multiplying both by 3 raises it by 8%. The value of about 0.08 nm per cycle therefore illustrates the assumed parameters and is not a prediction for a particular reactor; the further digits serve to check the algebra. The full numerical output follows.

## Computed results

```
temperature 523 K; start: reactive 0.2, inert 0.8
Al dose: 0.10 Torr, 0.05 s, sticking 1e-03, flux 1.8091e+05 /nm2/s
Al film: uptake 4.0 /nm2, density 3.0 g/cm3, full layer 0.11287 nm
Al probabilities: adsorb 0.89579, water 0.90, activate 0.30
  Al cycle matrix, row to reactive: 0.91042 0.90000 0.30000
  Al cycle matrix, row to blocked: 0.08958 0.10000 0.00000
  Al cycle matrix, row to inert: 0.00000 0.00000 0.70000
Hf dose: 0.02 Torr, 0.40 s, sticking 1e-03, flux 1.6309e+04 /nm2/s
Hf film: uptake 2.5 /nm2, density 9.3 g/cm3, full layer 0.09396 nm
Hf probabilities: adsorb 0.92643, water 0.80, activate 0.10
  Hf cycle matrix, row to reactive: 0.81471 0.80000 0.10000
  Hf cycle matrix, row to blocked: 0.18529 0.20000 0.00000
  Hf cycle matrix, row to inert: 0.00000 0.00000 0.90000
growth if reactive: Al cycle 0.10111 nm, Hf cycle 0.08705 nm
eigenvalues: -1.00000 -0.79373 -0.01238 0.01238 0.79373 1.00000
largest imaginary part of eigenvalues: 0.0e+00
determinant of replaced system: 0.739887
cycle-averaged populations (reactive, blocked, inert):
  before Al: 0.406684 0.093316 0.000000
  before Hf: 0.454238 0.045762 0.000000
late surface before Al: 0.813367 0.186633 0.000000
late surface before Hf: 0.908476 0.091524 0.000000
1-norm change between cycles 2000 and 2001: 2.000000
growth per cycle G: 0.080660 nm = 0.80660 angstrom
late growth: Al cycle 0.082240 nm, Hf cycle 0.079079 nm
growth per Al+Hf pair: 0.161319 nm
relative values v (nm), states 0 to 5: 0.00000 -0.10203 -0.38075 -0.01252 -0.10107 -0.42333
N=10: population error 0.662178, bound 2.0541, thickness 0.54958 nm, mean 0.054958 nm/cycle
N=11: population error 0.616415, bound 1.8673, thickness 0.62547 nm, mean 0.056861 nm/cycle
N=100: population error 0.073514, bound 0.2054, thickness 7.78040 nm, mean 0.077804 nm/cycle
N=101: population error 0.072786, bound 0.2034, thickness 7.86264 nm, mean 0.077848 nm/cycle
N=1000: population error 0.007351, bound 0.0205, thickness 80.37397 nm, mean 0.080374 nm/cycle
late thickness offset h-NG: even N -0.28556 nm, odd N -0.28398 nm
even-N offset in cycles: -3.540
Monte Carlo, 40000 zones, 60 cycles: 4.55232 +/- 0.00230 nm; formula 4.55402 nm
purge: gap 1 cm, time 5 s, decay constant 0.5 s
neglected effects, change of G:
  Hf uptake 20% lower on Al oxide: -7.031e-03 nm (-8.716 %)
  both film densities 10% lower: +8.962e-03 nm (+11.111 %)
  hotter wafer, both uptakes 10% lower: -6.632e-03 nm (-8.223 %)
  blocked area shields equal neighbour area: -9.133e-03 nm (-11.323 %)
  Hf precursor decomposition, 1e-5 per hit: +1.226e-03 nm (+1.520 %)
  purge residue, all of it deposited: +1.498e-05 nm (+0.019 %)
```
